\section*{Inverse Cube-Root Oxide Field at an Equipotential Right-Angled Silicon Corner, part 1}

(Sections cited here and not found follow in the second part.)

\section{First derivation: harmonics around the edge}

\subsection{What the planar estimate misses}

Suppose that the oxide field at the corner of a silicon mesa is taken to be the voltage drop divided by the oxide thickness. For a drop of 10 V across 50 nm this gives 2 MV/cm. In the model treated here, the field 2 nm from a sharp corner is 4.4 MV/cm, more than twice as large. If a limit is set on the local field, the ratio of that limit to the planar figure overstates the margin at this point by the same factor.

Solving the field equation on a mesh does not by itself cure the error. If the corner is drawn perfectly sharp, the largest field found depends on how close to the edge the mesh samples it. Each halving of that distance raises the result by a factor $2^{1/3}\simeq1.26$, and refinement never brings it to a limit. To read such a calculation one must know the law of divergence and the distances over which it can describe a real corner.

\subsection{The model and the meaning of an equipotential}

The silicon fills the quadrant $x>0$, $y<0$ and extends without change along the third direction. Its edge is the line $x=y=0$. Oxide fills the other three quadrants up to a surrounding gate. Let $r$ be the distance from the edge and $\theta$ the angle measured anticlockwise from the horizontal silicon face. The oxide then occupies
\begin{equation}
0<\theta<\frac{3\pi}{2}.
\end{equation}
It is uniform and free of charge. The potential $\phi$ is measured from the silicon surface, so that $\phi=0$ on both faces, and $\phi=V>0$ on the gate. Far from the corner the oxide is a flat layer along each face, with a linear potential across it. The claim is that, as $r\to0$,
\begin{equation}
|\mathbf E|=K r^{-1/3}\,[1+o(1)],\qquad K>0 .
\label{claim}
\end{equation}

Strong inversion makes the condition $\phi=0$ reasonable, though not exact. Consider a flat surface in equilibrium, with the electrons as the only charge in the silicon. Let $\psi(d)$ be the potential at depth $d$ relative to the surface, $n_s$ the surface electron density, $e$ the elementary charge and $V_T=k_BT/e$. With Boltzmann statistics, Poisson's equation is
\begin{equation}
\varepsilon_0\varepsilon_{\rm si}\frac{d^2\psi}{dd^2}=e n_s\exp(\psi/V_T).
\end{equation}
Multiply by $d\psi/dd$ and integrate from deep silicon, where both the field and the electron density vanish:
\begin{equation}
\frac{\varepsilon_0\varepsilon_{\rm si}}2\left(\frac{d\psi}{dd}\right)^2
=e n_sV_T\exp(\psi/V_T).
\label{firstint}
\end{equation}
At the surface, $\psi=0$ and the field is $E_s$, so $n_s\propto E_s^2$. If the surface field grows by a factor $g$, the density must grow by $g^2$, and with a constant Fermi level the surface potential rises by
\begin{equation}
\Delta\psi=2V_T\ln g .
\label{shift}
\end{equation}
This is logarithmic in the field. At room temperature $2V_T$ is about 0.05 V, so a doubling of the field moves the surface potential by less than 0.04 V. When the electrons are degenerate, as in the example treated later, Fermi statistics raise this to about 0.05 V. Against an oxide drop of 10 V that is a small change.

The same equation gives the depth of the layer. Since $\psi$ falls with depth, the square root of Eq.~(\ref{firstint}) is $d\psi/dd=-E_s\exp(\psi/2V_T)$. Separating the variables,
\begin{equation}
\exp(-\psi/2V_T)=1+\frac d\lambda,\qquad \lambda=\frac{2V_T}{E_s}.
\label{lambda}
\end{equation}
The electron density is therefore $n_s/(1+d/\lambda)^2$, and half of the charge lies within $\lambda$ of the surface. The equipotential idealization treats this layer as infinitely thin. It is justified at distances from the edge that are large compared with the depth of the charge.

\subsection{An ordinary equation for each harmonic}

In the oxide, Laplace's equation reads
\begin{equation}
\frac{\partial^2\phi}{\partial r^2}+\frac1r\frac{\partial\phi}{\partial r}
+\frac1{r^2}\frac{\partial^2\phi}{\partial\theta^2}=0 .
\label{laplace}
\end{equation}
Choose a radius $R$ small enough that the whole arc $r=R$ between the two faces lies in the oxide. For $r\le R$ define
\begin{equation}
b_n(r)=\frac4{3\pi}\int_0^{3\pi/2}\phi(r,\theta)\sin(\nu_n\theta)\,d\theta,
\qquad \nu_n=\frac{2n}{3},\quad n=1,2,\ldots
\label{projection}
\end{equation}
These sines vanish at $\theta=0$ and at $\theta=3\pi/2$, where $\nu_n\theta=n\pi$. They form the complete sine series for this interval, and the factor $4/3\pi$ is the inverse of $\int_0^{3\pi/2}\sin^2(\nu_n\theta)\,d\theta=3\pi/4$.

Multiply Eq.~(\ref{laplace}) by $(4/3\pi)\sin(\nu_n\theta)$ and integrate over the angle. The radial terms give $b_n''+b_n'/r$. In the angular term, integrate by parts twice:
\begin{align}
\int_0^{3\pi/2}\frac{\partial^2\phi}{\partial\theta^2}\sin(\nu_n\theta)\,d\theta
&=\left[\frac{\partial\phi}{\partial\theta}\sin(\nu_n\theta)
-\nu_n\phi\cos(\nu_n\theta)\right]_0^{3\pi/2}\nonumber\\
&\quad-\nu_n^2\int_0^{3\pi/2}\phi\sin(\nu_n\theta)\,d\theta .
\end{align}
The first boundary term vanishes because the sine does, and the second because $\phi$ vanishes on both faces. This is where the equipotential condition enters. The result is
\begin{equation}
b_n''+\frac1r b_n'-\frac{\nu_n^2}{r^2}b_n=0 .
\end{equation}
Trying $b_n=r^m$ gives $m(m-1)+m-\nu_n^2=0$, so $m=\pm\nu_n$ and
\begin{equation}
b_n(r)=a_nr^{\nu_n}+c_nr^{-\nu_n}.
\end{equation}

The potential is required to stay bounded, $|\phi|\le M$. Equation~(\ref{projection}) then gives $|b_n|\le(4/3\pi)(3\pi/2)M=2M$ at every $r$, which is impossible near $r=0$ unless $c_n=0$. Finite energy leads to the same conclusion. A term $r^{-\nu_n}$ has an energy density proportional to $r^{-2\nu_n-2}$, and its integral with the area element $r\,dr\,d\theta$ diverges at the edge. Therefore
\begin{equation}
\phi(r,\theta)=\sum_{n=1}^\infty a_nr^{2n/3}\sin\left(\frac{2n\theta}{3}\right).
\label{series}
\end{equation}

\subsection{The singular term cannot vanish}

The power $r^{2/3}$ gives a divergent field only if $a_1\ne0$. By Eq.~(\ref{series}), $\phi\to0$ at the edge, so the potential is continuous there. A harmonic function takes its smallest and largest values on the boundary. The boundary values here are 0 on the silicon and $V$ on the gate, and the linear profiles far away lie between them. Hence $0\le\phi\le V$. Since $\phi$ is not constant, it is strictly positive inside the oxide.

Setting $n=1$ in Eq.~(\ref{projection}) and using $b_1(R)=a_1R^{2/3}$,
\begin{equation}
a_1=\frac{4}{3\pi R^{2/3}}\int_0^{3\pi/2}\phi(R,\theta)
\sin\left(\frac{2\theta}{3}\right)d\theta>0 .
\label{a1}
\end{equation}
The sine is positive because its argument runs from 0 to $\pi$. A gate that is everywhere positive relative to the silicon cannot be shaped to remove the singularity. The gate can change only the size of $a_1$.

\subsection{The field and the remainder}

Let $\phi_1$ be the first term of Eq.~(\ref{series}). Its field is
\begin{align}
E_r&=-\frac{\partial\phi_1}{\partial r}
=-\frac23a_1r^{-1/3}\sin\left(\frac{2\theta}{3}\right),\\
E_\theta&=-\frac1r\frac{\partial\phi_1}{\partial\theta}
=-\frac23a_1r^{-1/3}\cos\left(\frac{2\theta}{3}\right).
\end{align}
The squares of sine and cosine add to one, so
\begin{equation}
|\mathbf E_1|=\frac23a_1r^{-1/3},\qquad K=\frac23a_1 .
\label{field}
\end{equation}
The leading strength is the same in every direction within the oxide, while the direction of the vector changes. At $\theta=0$ the component $E_\theta$ is negative; at $\theta=3\pi/2$ it is positive. In both cases the field points into the silicon, as it must with a positive gate.

The other harmonics must be shown to be smaller. Since $0\le\phi\le V$, the projection at radius $R$ gives $|a_n|\le2VR^{-2n/3}$. Put $s=(r/R)^{2/3}<1$. The terms with $n\ge2$ contribute to either field component at most
\begin{align}
\sum_{n=2}^\infty\frac{2n}{3}|a_n|r^{2n/3-1}
&\le\frac{4V}{3r}\sum_{n=2}^\infty ns^n\nonumber\\
&=\frac{4V}{3r}\left[\frac{s}{(1-s)^2}-s\right]
=\frac{4V}{3r}\,\frac{s^2(2-s)}{(1-s)^2}.
\end{align}
Because $s^2/r=r^{1/3}R^{-4/3}$, this remainder vanishes as $r^{1/3}$. Relative to the leading field it is of order $r^{2/3}$. This proves Eq.~(\ref{claim}).

The independence from the gate was tested on a case without mirror symmetry, with oxide 50 nm thick on one face and 25 nm on the other. Laplace's equation was solved on a grid, and the projection on $\sin(2\theta/3)$ was taken at $r=2$ and 20 nm. It was positive and grew with exponent 0.667, against the derived $2/3$.

\subsection{What the angle does}

For an oxide angle $\beta$ the same steps hold with $\sin(n\pi\theta/\beta)$. The leading potential is $r^{\pi/\beta}$ and the field varies as
\begin{equation}
|\mathbf E|\propto r^{\pi/\beta-1}.
\end{equation}
A flat face has $\beta=\pi$ and a finite field. A convex silicon edge has $\beta>\pi$ and a divergent one. At a concave edge with $\beta=\pi/2$ the field vanishes in proportion to $r$. The inverse cube root belongs to $\beta=3\pi/2$.

The divergence carries a finite charge. Up to a distance $\ell$ along one face, the charge per unit length of edge has magnitude
\begin{equation}
\varepsilon_0\varepsilon_{\rm ox}\int_0^\ell Kr^{-1/3}\,dr
=\frac32\varepsilon_0\varepsilon_{\rm ox}K\ell^{2/3},
\end{equation}
which tends to zero with $\ell$. An infinite field at the edge therefore does not mean an infinite electron charge there.

\subsection{Below the screening depth}

Very close to the edge the electron layer is no longer thin compared with $r$, and the equipotential condition fails. In the Boltzmann continuum model the potential is bounded, so the electron density is bounded too. Such a charge adds terms of order $r^2$ to the potential, up to a logarithm. The leading variation is then that of a charge-free silicon wedge in oxide.

Take a gate symmetric about the bisector of the corner, and measure an angle $\chi$ from the bisector inside the silicon. Let $\kappa=\varepsilon_{\rm si}/\varepsilon_{\rm ox}$. The symmetric harmonic forms are
\begin{equation}
\phi-\phi(0)=
\begin{cases}
A r^\nu\cos(\nu\chi), & 0<\chi<\pi/4\quad\text{(silicon)},\\
B r^\nu\cos[\nu(\pi-\chi)], & \pi/4<\chi<\pi\quad\text{(oxide)}.
\end{cases}
\end{equation}
Put $a=\nu\pi/4$. Continuity of the potential and of the normal displacement at $\chi=\pi/4$ requires
\begin{equation}
A\cos a=B\cos3a,\qquad -\kappa A\sin a=B\sin3a .
\end{equation}
Dividing the second by the first gives $-\kappa\tan a=\tan3a$. With $u=\tan a$ and $\tan3a=u(3-u^2)/(1-3u^2)$, division by $u$ leaves
\begin{equation}
-\kappa(1-3u^2)=3-u^2,\qquad u^2=\frac{\kappa+3}{3\kappa+1}.
\end{equation}
The smallest positive exponent is therefore
\begin{equation}
\nu=\frac4\pi\arctan\sqrt{\frac{\kappa+3}{3\kappa+1}} .
\label{nu}
\end{equation}
For $\kappa=1$ there is no dielectric corner and $\nu=1$. For $\kappa\to\infty$ the silicon acts as a conductor, $u=1/\sqrt3$, and $\nu=2/3$ returns. With permittivities 11.7 and 3.9, $\nu=0.839$; a numerical solution of the angular eigenvalue problem gives the same value. Unless the coefficient of this term happens to vanish, the field of the mathematical corner still diverges, but only as $r^{-0.161}$. The cube-root law is thus an intermediate law. It holds at distances small compared with the oxide thickness and large compared with the depth of the electron charge.

\section{Second derivation: a conformal map, and the real corner}

\subsection{Symbols and results carried over}

The silicon fills $x>0$, $y<0$, with its surface at $\phi=0$; the gate is at $\phi=V$. The distance from the edge is $r$. The first derivation gave $|\mathbf E|=Kr^{-1/3}$ near the edge, with $K=2a_1/3>0$, where $a_1$ is the coefficient of $r^{2/3}\sin(2\theta/3)$ in the potential. For a flat surface the electron layer has depth $\lambda=2V_T/E_s$, where $V_T=k_BT/e$ and $E_s$ is the field on the silicon side. The value of $K$ is still unknown, because it depends on the gate.

Now let the oxide have thickness $t$ on both faces and let the gate have a square corner at $x=-t$, $y=t$. Far from the corner the field is $E_0=V/t$.

The harmonic derivation has shown that the field near the ideal edge follows $|\mathbf E|=Kr^{-1/3}$ with $K>0$, at distances small compared with the oxide thickness and large compared with the depth of the electron charge. It remains to find $K$ for the square-cornered gate by a conformal map, and to examine how rounding and the properties of real silicon limit the law.
